# Why a Biased Donor–Acceptor Pair Rectifies and Shows Negative Differential Resistance

**Question.** Two sites, a donor and an acceptor, connect two metallic leads in series. A bias moves their energies in opposite directions. Why can the current fall as the voltage rises, why does it depend on the sign of the voltage, and how does the ratio of forward to reverse current vary with the hopping between the sites?

**Answer.**

### The mechanism

At zero bias the donor, next to the left lead, lies an energy $\Delta>0$ below the acceptor, next to the right lead. The Fermi energy, taken as zero, is midway between them. A voltage $V$ puts the lead potentials at $\pm eV/2$, with $e>0$ and the left lead higher in electron energy for $V>0$. A fraction $\alpha$ of the voltage, $0<\alpha<1$, drops between the sites:

$$\varepsilon_1=-\frac{\Delta}{2}+\frac{\alpha eV}{2},\qquad \varepsilon_2=+\frac{\Delta}{2}-\frac{\alpha eV}{2},\qquad \delta\equiv\varepsilon_1-\varepsilon_2=\alpha eV-\Delta .$$

An electron passes easily between two sites of equal energy and poorly between detuned ones. Forward bias, which drives electrons from donor to acceptor, first cancels the offset. The levels align at

$$V^*=\frac{\Delta}{\alpha e}.$$

Beyond $V^*$ they separate again. If the hopping is weak enough that the levels lie well inside the energy window between the lead potentials, the current then drops: this is negative differential resistance (NDR). With stronger hopping the current can keep rising for a range of voltage beyond $V^*$, because the window is still opening onto the levels; the maximum then lies above $V^*$ and the fall sets in later. Reverse bias adds to the offset, so alignment never occurs. This is the origin of rectification.

The two effects have different requirements. NDR needs the shift, $\alpha\neq0$. With the levels centred on the Fermi energy, as here, rectification needs both the shift and the offset $\Delta$.

### From the Hamiltonian to the current

The electrons are non-interacting and spin-degenerate, and transport is coherent. The sites are joined by a hopping $t$. Each site couples with amplitude $w$ to the states of its own lead, which have density $\rho$ per spin. Eliminating a broad, flat lead band adds $-i\pi|w|^2\rho=-i\gamma/2$ to the site energy, with $\gamma=2\pi|w|^2\rho$. The Green's function of the pair is therefore

$$G(E)=\begin{pmatrix}E-\varepsilon_1+i\gamma/2&-t\\-t&E-\varepsilon_2+i\gamma/2\end{pmatrix}^{-1}.$$

A left-lead state of energy $E$ acts as a source $w$ on site 1 and produces the amplitude $G_{21}w$ on site 2, from which electrons escape at the rate $\gamma|G_{21}w|^2/\hbar$. The $\rho\,dE$ states in an interval $dE$ together give

$$\frac{\gamma}{\hbar}|w|^2\rho\,|G_{21}|^2dE=\frac{\gamma^2|G_{21}|^2}{2\pi\hbar}\,dE=\frac{T(E)}{h}\,dE,\qquad T=\gamma^2|G_{21}|^2 .$$

States from the right lead carry the opposite flow with the same $T$. At zero temperature the net current, counted positive for electrons moving left to right, comes from the window between the two potentials. With $u=eV/2$ and a factor 2 for spin,

$$I=\frac{2e}{h}\int_{-u}^{u}T(E)\,dE .$$

Inverting the matrix gives $G_{21}=t/D$, where $D$ is its determinant. Since $\varepsilon_{1,2}=\pm\delta/2$,

$$D=\Big(E+\frac{i\gamma}{2}\Big)^2-\frac{\delta^2}{4}-t^2=\Big(E+\frac{i\gamma}{2}\Big)^2-a^2,\qquad a=\tfrac12\sqrt{\delta^2+4t^2}.$$

The hybridized levels lie at $\pm a$. Factoring $D$ and writing $g=\gamma/2$,

$$T(E)=\frac{\gamma^2t^2}{[(E-a)^2+g^2][(E+a)^2+g^2]} .$$

To integrate, write the fraction without its prefactor as

$$\frac{AE+B}{(E+a)^2+g^2}+\frac{-AE+B}{(E-a)^2+g^2}.$$

Over the common denominator the numerator is $(2B-4aA)E^2+2B(a^2+g^2)$, which must equal 1. Hence $B=2aA$ and $A=1/[4a(a^2+g^2)]$. The two terms are mirror images under $E\to-E$, so the integral is twice that of the first, whose numerator is $A[(E+a)+a]$. The part $(E+a)$ integrates to half a logarithm and the constant $a$ to arctangents:

$$\int_{-u}^{u}T\,dE=\frac{\gamma^2t^2}{4a(a^2+g^2)}\Big\{\ln\frac{(u+a)^2+g^2}{(u-a)^2+g^2}+\frac{2a}{g}S\Big\},$$

$$S=\arctan\frac{u+a}{g}+\arctan\frac{u-a}{g}.$$

This current was tested against unitary time evolution of the two sites joined to discretized leads. For $\gamma=0.1$ eV and $t=0.05$ eV, the two differ by 0.3% at $+1.25$ V and by 0.2% at $-1.25$ V.

### Levels well inside the window

If $u-a\gg g$, both arctangents approach $\pi/2$, so $S\to\pi$, and the logarithm is a small correction. Then

$$\int T\,dE\simeq\frac{\gamma^2t^2}{4a(a^2+g^2)}\,\frac{2\pi a}{g}=\frac{\pi\gamma t^2}{a^2+g^2}=\frac{4\pi\gamma t^2}{\delta^2+\gamma^2+4t^2},$$

and, with $h=2\pi\hbar$,

$$I\simeq\frac{2e}{\hbar}\,\frac{2\gamma t^2}{\delta^2+W^2},\qquad W^2=\gamma^2+4t^2 .$$

The current is a Lorentzian in the detuning. The site populations $n_1,n_2$ show why. The coherence $\rho_{12}$ between the sites rotates at a rate set by $\delta$ and decays through both leads:

$$\hbar\dot\rho_{12}=-(\gamma+i\delta)\rho_{12}+it(n_1-n_2).$$

In the steady state the electron rate per spin between the sites is

$$J=\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{12}=\frac{2\gamma t^2}{\hbar(\delta^2+\gamma^2)}(n_1-n_2).$$

The left lead fills site 1 at the rate $\gamma(1-n_1)/\hbar=J$ and the right lead empties site 2 at $\gamma n_2/\hbar=J$, so $n_1-n_2=1-2\hbar J/\gamma$. Solving for $J$,

$$\frac{\hbar}{J}=\frac{2}{\gamma}+\frac{\delta^2+\gamma^2}{2\gamma t^2}.$$

The first term comes from the two lead contacts and the second from the bond between the sites. Detuning makes the coherence turn before it has carried much charge, which raises the bond term alone. Substitution of $W^2$ recovers the Lorentzian.

### Why the current falls

The voltage enters the full current through the limits of integration and through $T$. Because $T$ is even in $E$, the two limits contribute equally:

$$\frac{dI}{dV}=\frac{2e^2}{h}T\!\left(\frac{eV}{2}\right)+\frac{2e}{h}\int_{-u}^{u}\frac{\partial T}{\partial V}\,dE .$$

The first term describes the opening of the window and is never negative. The second exists because the levels move, and it vanishes for $\alpha=0$. In this model, NDR must therefore come from the level shift.

In the wide-window regime, with $x=\alpha eV-\Delta$ and peak current $I_p$,

$$I=\frac{I_pW^2}{W^2+x^2},\qquad \frac{dI}{dV}=-\alpha eI_p\,\frac{2W^2x}{(W^2+x^2)^2}.$$

The slope is negative for $x>0$, that is, beyond $V^*$. It is steepest where $x/(W^2+x^2)^2$ is largest, which requires $W^2+x^2=4x^2$, so $x=W/\sqrt3$. Inserting this value gives

$$\left(\frac{dI}{dV}\right)_{\min}=-\frac{3\sqrt3}{8}\,\frac{\alpha eI_p}{W}.$$

Reverse bias shows a weaker form of the same behaviour. For small $t$ and $\gamma$, the reverse levels at $\pm(\Delta+\alpha e|V|)/2$ enter the window when $e|V|>\Delta/(1-\alpha)$. The current rises as they enter, then falls because the detuning keeps growing. For large $\alpha$ (0.7 to 0.9 with $\Delta=0.5$ eV, $\gamma=0.02$ eV, $t=0.01$ eV) the small off-resonant current also falls over a range of lower voltages, before the levels enter.

### Why the direction matters

At $+V$ the squared detuning is $(\alpha eV-\Delta)^2$; at $-V$ it is $(\alpha eV+\Delta)^2$. They differ by $4\alpha eV\Delta$, so when both polarities are in the wide-window regime

$$R(V)=\frac{I(V)}{|I(-V)|}=1+\frac{4\alpha eV\Delta}{W^2+(\alpha eV-\Delta)^2}.$$

The numerator of the excess over 1 contains the product $\alpha\Delta$, so the excess vanishes if either factor is zero. At $V^*$, where $\alpha eV=\Delta$,

$$R(t)=1+\frac{4\Delta^2}{\gamma^2+4t^2}.$$

For $t\ll\gamma/2$ this approaches the plateau $1+4\Delta^2/\gamma^2$. For $\gamma\ll2t\ll2\Delta$ it falls as $\Delta^2/t^2$. In that range the contact term $2/\gamma$ dominates $\hbar/J$ in the forward direction, so the forward current has saturated. The bond term still dominates in reverse, so the reverse current keeps growing as $t^2$.

In the wide-window regime, with $\Delta$ and $\gamma$ fixed, raising the ratio by reducing $t$ costs forward current. At $V^*$ the forward current is a fraction $4t^2/W^2$ of its saturation value $e\gamma/\hbar$, while $R-1$ is a fraction $\gamma^2/W^2$ of its plateau. The two fractions add to 1. At $t=\gamma/2$ each is one half.

Without an offset the current is odd in $V$, even if the lead broadenings $\gamma_L,\gamma_R$ differ. Changing the signs of $E,\varepsilon_1,\varepsilon_2$ together turns

$$D=(E-\varepsilon_1+i\gamma_L/2)(E-\varepsilon_2+i\gamma_R/2)-t^2$$

into $D^*$, which leaves $T$ unchanged. For $\Delta=0$, reversing $V$ reverses both site energies, so it maps $T(E)$ to $T(-E)$, and the integral over the symmetric window keeps its value. The argument needs levels centred on the Fermi energy. With the centre moved to 0.2 eV, broadenings of 0.02 and 0.08 eV, $\Delta=0$, $\alpha=0.4$, $t=0.01$ eV and 0.6 V, the forward-to-reverse ratio is 0.39. With equal broadenings $T$ is unchanged when $\varepsilon_1$ and $\varepsilon_2$ are exchanged, so for $\Delta=0$ the current stays odd even off centre.

### Numbers for one junction

Take the round model values $\Delta=0.5$ eV, $\gamma=0.02$ eV, $\alpha=0.4$ and $t=0.01$ eV. Then

$$V^*=\frac{0.5}{0.4}\ \text{V}=1.25\ \text{V},\qquad W^2=0.02^2+4(0.01)^2=8\times10^{-4}\ \text{eV}^2,\qquad W=0.0283\ \text{eV}.$$

Since $2e/\hbar=2\pi(2e^2/h)/e$ and $2e^2/h=77.48$ µS, the peak current is

$$I_p=77.48\ \text{µS}\times2\pi\times\frac{2(0.02)(0.01)^2}{8\times10^{-4}}\ \text{V}=2.43\ \text{µA}.$$

The half-width of the peak is $W/(\alpha e)=0.071$ V. The steepest slope is

$$-0.6495\times\frac{0.4\times2.434\ \text{µA}}{0.02828\ \text{V}}=-22.4\ \text{µS}$$

at 1.29 V. The full current gives the same value there, and the window-opening part contributes only $+1.8\times10^{-5}$ µS. At $2V^*$ the current is 313 times below its peak.

In reverse, the levels enter the window near 0.83 V. The current peaks at 2.34 nA at 0.94 V and has fallen to 1.92 nA at 1.25 V. The law gives $R=1+1/(8\times10^{-4})=1251$; the full current gives 1269, which is 1.4% above the law. The difference comes from the finite window. The reverse levels lie at $\pm0.5$ eV and the edges at $\pm0.625$ eV. The tails beyond the edges reduce $S$ by 2.8%, and the logarithm restores about half of that.

For comparison, $\Delta=0$ gives 0.268 µA at 0.2 V and 0.012 µA at 1 V: NDR without rectification.

### The ratio against hopping

At fixed $V^*$ the hopping changes $R$ as follows.

| $t$ (eV) | $R$, full current | $R$, law | $I(V^*)$ (µA) |
|---|---|---|---|
| 0.001 | 2512 | 2476 | 0.048 |
| 0.01 | 1269 | 1251 | 2.43 |
| 0.05 | 98.6 | 97.2 | 4.68 |
| 0.2 | 7.41 | 7.23 | 4.85 |
| 0.3 | 4.00 | 3.77 | 4.85 |
| 0.5 | 40.5 | 2.00 | 4.80 |
| 0.6 | 56.1 | 1.69 | 4.36 |
| 0.7 | 4.38 | 1.51 | 0.26 |

Up to 0.2 eV the law holds within 3%. It then fails badly, because hopping also pushes the hybridized levels apart. At $V^*$ the forward levels are at $\pm t$ and the reverse ones at $\pm\sqrt{\Delta^2+t^2}$. The reverse levels cross the window edges $\pm u$ first, at

$$t_r=\sqrt{u^2-\Delta^2}=\sqrt{0.625^2-0.5^2}\ \text{eV}=0.375\ \text{eV},$$

while the forward levels remain inside until $t_f=u=0.625$ eV. Between these values, away from the crossings themselves, the forward current is resonant and the reverse current is not: for $a-u\gg g$ the arctangents in $S$ nearly cancel. At $t=0.5$ eV the reverse current is $4.80/40.5=0.12$ µA, instead of the 2.4 µA that the law implies.

The ratio therefore passes through a minimum of 3.6 at 0.34 eV and a second maximum of 56 at 0.595 eV. Both lie slightly below the crossing points, since a level of finite width loses current before its centre reaches the edge.

For $t$ much larger than $u$, $\Delta$ and $\gamma$, both pairs of levels are far outside. Then $T\simeq\gamma^2t^2/a^4$ is nearly constant across the window, and

$$R\to\left(\frac{\Delta^2+t^2}{t^2}\right)^2=\left(1+\frac{\Delta^2}{t^2}\right)^2\to1 .$$

At $t=5$ eV, a value used only to check this limit, the full current and the formula both give 1.020.

The same blocking can occur at small hopping. At $V^*$ the edge is $u=\Delta/(2\alpha)$, so for $\alpha>1/2$ the reverse levels start outside the window. With $\alpha=0.6$ and $t=0.01$ eV, $R$ is about $2.5\times10^4$, twenty times the law.

### Temperature and the limits of the model

At 300 K, where $k_BT=0.026$ eV, the ratio at $t=0.01$ eV changes little, from 1269 to 1284. At $t=0.5$ eV it falls from 40 to 21. There the reverse levels lie 0.082 eV outside the window, about $3k_BT$, and thermally excited electrons reach them. The forward levels, 0.125 eV inside, lose less than 1% of their occupation difference. The second maximum comes from levels crossing the window edges, which temperature smears, so it is more sensitive to temperature than the alignment effect: it falls from 56 to 38 and moves to about 0.59 eV. The blocking at small hopping is sensitive too: with $\alpha=0.6$ and $t=0.01$ eV, $R$ falls from $2.5\times10^4$ to $1.3\times10^4$.

These results hold for one centred level per site, a fixed $\alpha$ and coherent, non-interacting electrons. Coulomb repulsion, charging that alters $\alpha$, and energy exchange with vibrations are left out. Vibrations could open an additional channel in the reverse direction. The coherent current there is so small that even a weak channel of this kind could lower $R$. The values of $R$ in the thousands describe this model and are not predictions for a real junction. The numerical output below lists the remaining values.

## Computed values

```
offset 0.5 eV, gamma 0.02 eV, alpha 0.4, reference t 0.01 eV
2e^2/h = 77.4809 uS; kT at 300 K = 0.02585 eV
evolution test: gamma 0.1 eV, t 0.05 eV; hbar x rate per spin
  V = +1.25 V: evolved 2.5069e-02 eV, formula 2.4989e-02 eV
  V = -1.25 V: evolved -4.5698e-04 eV, formula -4.5610e-04 eV
alignment voltage V* = 1.2500 V; W = 0.02828 eV
forward peak: 2.4341 uA at 1.2500 V; wide-window 2.4341 uA
half-width of forward peak W/alpha = 0.0707 V
I_peak/I(2V*) = 313.5; wide-window 313.5
steepest slope -22.359 uS at 1.2910 V; law -22.359 uS
  window-opening part 1.786e-05 uS; level-shift part -22.359 uS
reverse levels enter window at |V| = 0.8333 V
reverse peak: 0.00234 uA at |V| = 0.9365 V
reverse current at |V| = V*: 0.001918 uA
offset 0: I(0.2 V) = 0.2679 uA, I(1.0 V) = 0.0121 uA
offset 0, leads 0.02 and 0.08 eV, centre 0.2 eV, 0.6 V:
  forward/reverse ratio = 0.387
small-t limit of law: R = 2501.0
t (eV) | R full | R law | forward current at V* (uA)
  0.001 | 2512.097 | 2476.248 | 0.0482
  0.005 | 2029.976 | 2001.000 | 0.9737
  0.010 | 1269.131 | 1251.000 | 2.4341
  0.020 | 508.285 | 501.000 | 3.8946
  0.050 | 98.600 | 97.154 | 4.6808
  0.100 | 26.170 | 25.752 | 4.8192
  0.200 | 7.407 | 7.234 | 4.8523
  0.300 | 4.003 | 3.775 | 4.8525
  0.400 | 12.572 | 2.562 | 4.8400
  0.500 | 40.474 | 2.000 | 4.7969
  0.600 | 56.130 | 1.694 | 4.3634
  0.700 | 4.383 | 1.510 | 0.2570
  1.000 | 1.701 | 1.250 | 0.0545
reverse levels leave window at t = 0.3750 eV, forward at 0.6250 eV
minimum of R: 3.609 at t = 0.3408 eV
second maximum of R: 56.32 at t = 0.5950 eV
t = 5.0 eV: R = 1.02021; limit formula 1.02010
alpha 0.6, t 0.01 eV, V* = 0.8333 V: R = 25166
300 K: R = 1284.0 at t = 0.01 eV; R = 20.76 at t = 0.5 eV
```
